# Why a 100 keV electron loses energy below a dielectric's band gap

## Two losses that part company

Take a 100 keV electron in a thick dielectric with refractive index 2.067 at a photon energy of 3 eV, well below a 5 eV gap. Give the medium a small absorption, \(\operatorname{Im}\varepsilon=10^{-2}\), and compute the probability of losing 3 eV. The nonretarded theory gives \(2.5\times10^{-4}\) per µm per eV, the full Maxwell theory \(8.4\times10^{-3}\). Reduce the absorption a hundredfold. The nonretarded loss falls a hundredfold, to \(2.5\times10^{-6}\), but the full loss stays at \(8.2\times10^{-3}\).

The medium has no excitation of its own at 3 eV, so a loss that survives there when absorption vanishes cannot be paid to its electrons. It is paid to light: the electron emits Cherenkov photons, and a photon may have any energy, below the gap or above it. The nonretarded loss function \(\operatorname{Im}(-1/\varepsilon)\) misses this because it describes an instantaneous Coulomb field, which cannot carry light away.

For an unbounded medium the condition is \(n(E)>1/\beta\), with \(\beta=v/c\) and the index taken at the energy \(E\) of the emitted photon. At 100 keV, \(\beta=0.54822\) and \(1/\beta=1.8241\), so the index must exceed about 1.82. A film has surface losses as well, and these have no such threshold.

## The total loss in an unbounded medium

Assume an isotropic, nonmagnetic medium with local permittivity \(\varepsilon(\omega)\), and a charge \(-e\) moving along \(z\) at constant speed. Phonon and defect losses are left out. I use Gaussian units, fields varying as \(e^{-i\omega t}\), and

\[
E=\hbar\omega,\quad k=\omega/c,\quad \kappa=\omega/v=k/\beta .
\]

The charge density is \(-e\,\delta^2(\mathbf R)\,\delta(z-vt)\). Its transform over time and over the transverse position \(\mathbf R\) is \(\rho=-(e/v)e^{i\kappa z}\). Every field therefore has wave vector \((\mathbf q,\kappa)\), with squared length \(K^2=q^2+\kappa^2\).

Write \(\mathbf H=\nabla\times\mathbf A\) and \(\mathbf E=ik\mathbf A-\nabla\phi\). The equation \(\nabla\times\mathbf H=4\pi\mathbf j/c-ik\varepsilon\mathbf E\) becomes

\[
\nabla(\nabla\!\cdot\!\mathbf A)-\nabla^2\mathbf A
=\frac{4\pi}{c}\mathbf j+\varepsilon k^2\mathbf A+ik\varepsilon\nabla\phi .
\]

The gauge \(\nabla\cdot\mathbf A=ik\varepsilon\phi\) cancels the gradients. The same gauge turns Gauss's law, \(\varepsilon(-ik\nabla\cdot\mathbf A+\nabla^2\phi)=-4\pi\rho\), into an equation for \(\phi\) alone. Since \(-\nabla^2\to K^2\) and \(j_z=v\rho\),

\[
\phi=\frac{4\pi\rho}{\varepsilon D},\qquad
A_z=\frac{4\pi\beta\rho}{D},\qquad D=K^2-\varepsilon k^2 .
\]

With \(k=\beta\kappa\), the field along the track is

\[
E_z=ikA_z-i\kappa\phi
=4\pi i\rho\kappa\,\frac{\beta^2-1/\varepsilon}{D}.
\]

The force on the electron is \(-eE_z\), so its energy loss per length is \(+eE_z\) at its own position. There the factor \(e^{i\kappa z}\) in \(\rho\) cancels \(e^{-i\omega t}\). Positive and negative frequencies give complex conjugates, so we keep positive ones and take twice the real part:

\[
\frac{dW}{dz}=\int_0^\infty\! d\omega\,\frac{e}{\pi}\int\frac{q\,dq}{2\pi}\,
\operatorname{Re}\!\left[-\frac{4\pi i e\kappa}{v}\,\frac{\beta^2-1/\varepsilon}{D}\right].
\]

Use \(\operatorname{Re}(-iX)=\operatorname{Im}X\). If \(P(E)\) is the number of losses per length and energy, then \(dW/dz=\int E\,P\,dE\). Dividing by \(E=\hbar\omega\), using \(d\omega=dE/\hbar\) and \(e^2=\alpha\hbar c\), gives

\[
P(E)=\frac{2\alpha}{\pi\beta^2\hbar c}\int q\,dq\;
\operatorname{Im}\frac{\beta^2-1/\varepsilon}{D}.
\]

This contains two different contributions. To separate them, note that \(-D/(\varepsilon K^2)=-1/\varepsilon+k^2/K^2\). Hence

\[
\beta^2-\frac1\varepsilon=-\frac{D}{\varepsilon K^2}+\beta^2-\frac{k^2}{K^2}
=-\frac{D}{\varepsilon K^2}+\beta^2\,\frac{q^2}{K^2},
\]

where the last step uses \(k^2=\beta^2\kappa^2\) and \(K^2-\kappa^2=q^2\). Dividing by \(D\),

\[
\frac{\beta^2-1/\varepsilon}{D}=-\frac{1}{\varepsilon K^2}+\frac{\beta^2q^2}{K^2D}.
\]

## First contribution: the Coulomb field

The first term is longitudinal: its field points along the wave vector. Integrating up to a cutoff \(q_c\) gives

\[
P_{\rm C}=\frac{\alpha}{\pi\beta^2\hbar c}\,
\operatorname{Im}\!\left(-\frac1\varepsilon\right)\ln\!\left(1+\frac{q_c^2}{\kappa^2}\right).
\]

This is the nonretarded bulk loss. For a real, nonzero \(\varepsilon\) it vanishes, because an instantaneous field can lose energy only where the medium absorbs it. For small absorption \(\operatorname{Im}(-1/\varepsilon)=\operatorname{Im}\varepsilon/|\varepsilon|^2\), which explains the hundredfold fall in the opening figures. They use a rough cutoff of 10 nm\(^{-1}\).

## Second contribution: the transverse field

The second term contains \(q^2/K^2\), the squared sine of the angle between the velocity and the wave vector. It comes from the part of the current perpendicular to the wave vector, the part that drives light. If \(c\to\infty\) at fixed \(v\), \(\omega\) and \(q\), then \(\beta\to0\) and \(D\to K^2\), so this term disappears. The nonretarded approximation removes it before the calculation starts.

For a transparent medium let \(\varepsilon=n^2+i\delta\) with \(\delta\to0^+\), and put \(u=q^2\). Then

\[
D=u-u_0-i\delta k^2,\qquad u_0=k^2\left(n^2-\frac{1}{\beta^2}\right).
\]

The resonance at \(u_0\) has a width proportional to the absorption \(\delta\). Since \(\operatorname{Im}[1/(x-i\eta)]=\eta/(x^2+\eta^2)\to\pi\delta_{\rm D}(x)\), with \(\delta_{\rm D}\) the Dirac delta function, weaker absorption makes it narrower and higher, and its area stays finite. If \(u_0<0\), no allowed \(q\) meets the resonance and the loss is zero. If \(u_0>0\), use \(q\,dq=du/2\) and \(u_0+\kappa^2=n^2k^2\):

\[
\int q\,dq\,\operatorname{Im}\frac{\beta^2q^2}{K^2D}
=\frac{\pi}{2}\,\frac{\beta^2u_0}{u_0+\kappa^2}
=\frac{\pi}{2}\left(\beta^2-\frac{1}{n^2}\right).
\]

Multiplication by the prefactor gives

\[
\boxed{P(E)=\frac{\alpha}{\hbar c}\left(1-\frac{1}{\beta^2n^2}\right),\qquad n\beta>1.}
\]

The law was tested at 3 eV by integrating the damped kernel numerically. At \(\operatorname{Im}\varepsilon=10^{-4}\) the integral is \(8.179\times10^{-3}\) per µm per eV, against \(8.18\times10^{-3}\) from the law.

Two limits show its size. Just above threshold, with \(n\beta=1+\eta\) and \(\eta\ll1\), it becomes \(2\alpha\eta/\hbar c\): the loss starts from zero and rises linearly. For very large \(n\beta\) it approaches \(\alpha/\hbar c=0.03698\) per µm per eV.

## Why the resonance is a photon

At the resonance \(K=nk\), the relation between wave number and frequency for light in the medium. The wave vector has component \(\kappa\) along the track, so

\[
\cos\theta=\frac{\kappa}{nk}=\frac{1}{n\beta}.
\]

At this angle the wave's phase keeps step with the electron. As the electron slows, the angle closes, reaching zero at \(v=c/n\). Below that speed the condition would need \(\cos\theta>1\), and no light wave can keep step. At 3 eV and 100 keV, \(1.8241/2.0668=0.8826\), or \(\theta=28.05^\circ\).

The energy flow shows where the loss goes. Transforming \(A_z\) and \(E_z\) back to a distance \(r\) from the track gives modified Bessel functions with \(\lambda^2=\kappa^2-\varepsilon k^2\):

\[
E_z=2i\rho\kappa b\,K_0(\lambda r),\quad
H_\varphi=-\partial_rA_z=2\beta\rho\lambda K_1(\lambda r),\quad
b=\beta^2-\frac1{n^2}.
\]

The outward Poynting component is \(-cE_zH_\varphi/4\pi\). Multiply by the circumference \(2\pi r\) and integrate over time, using \(\int fg\,dt=\pi^{-1}\int_0^\infty\operatorname{Re}(fg^*)\,d\omega\) for the transforms. With \(|\rho|^2=e^2/v^2\), the energy leaving per length and frequency is

\[
\frac{d^2W}{dz\,d\omega}=\frac{2rc\kappa\beta b e^2}{\pi v^2}
\operatorname{Im}\!\left[K_0(\lambda r)\,(\lambda K_1(\lambda r))^*\right].
\]

Below threshold \(\lambda\) is real, the bracket is real, and no energy leaves. Above it \(\lambda=-is\) with \(s=\sqrt{u_0}\), and

\[
K_0=\tfrac{i\pi}{2}H_0^{(1)}(sr),\qquad
\lambda K_1=\tfrac{i\pi}{2}\,sH_1^{(1)}(sr).
\]

With \(H^{(1)}_m=J_m+iY_m\) and the Wronskian \(J_1Y_0-J_0Y_1=2/(\pi sr)\), the imaginary part is \((\pi^2s/4)\cdot2/(\pi sr)=\pi/(2r)\). The radius cancels. Since \(c\kappa\beta=\omega\), the flow is \(e^2\omega b/v^2\). Division by \(\hbar E\) gives \(\alpha b/(\beta^2\hbar c)\), the boxed law again.

All the energy lost by the electron thus crosses every cylinder around the track. Numerical evaluation of the Bessel formula at radii of 200 and 2000 nm agreed with the law to one part in a million for indices 1.85, 2.067 and 2.3. For 1.50 and 1.80, on the other side of threshold, the flux at 200 nm vanished to the same accuracy, relative to the loss at index 2.067.

## Photon recoil

The derivation fixed the electron's speed. To weigh that assumption, let the electron have total energy \(\mathcal E\) and momentum \(p\), and give the photon momentum \(nE/c\) in the medium. Equating two expressions for the final value of \(p'^2c^2\),

\[
p^2c^2-2pc\,nE\cos\theta+n^2E^2=p^2c^2-2\mathcal E E+E^2 .
\]

Solve for the cosine and use \(\mathcal E/pc=1/\beta\):

\[
\cos\theta=\frac{1}{n\beta}+\frac{E(n^2-1)}{2n\,pc}.
\]

At 3 eV the correction is \(7.1\times10^{-6}\), negligible beside 0.8826. Direct root finding in the energy balance confirmed it.

The electron's own deflection is \(\hbar\sqrt{u_0}/p\). At 3 eV this is \(3\times\sqrt{2.0668^2-1.8241^2}/334960=8.7\) µrad. The light leaves at a wide angle while the electron hardly turns, so a milliradian collection aperture centred on the beam does not separate these electrons from the unscattered ones.

## Weighing the bulk loss in a nitride-like film

For a silicon-nitride-like material take

\[
n^2(E)=1+\frac{A}{1-(E/E_0)^2},\quad A=2.9,\quad E_0=8.9\ \text{eV},
\]

with a 5 eV gap, all rough typical values. The beam energy is held at 100 keV.

| E (eV) | n | bulk loss (µm⁻¹ eV⁻¹) | loss in 500 nm film (eV⁻¹) | film / (bulk × thickness) |
|---|---|---|---|---|
| 1 | 1.984 | 0.00573 | 0.00074 | 0.26 |
| 3 | 2.067 | 0.00818 | 0.00197 | 0.48 |
| 5 | 2.289 | 0.01349 | 0.00569 | 0.84 |

The bulk column follows from the law: at 3 eV, \(0.03698\times(1-0.8826^2)=0.0082\). It rises towards the gap because the index rises. Integrated from 1 to 5 eV, it gives 0.0346 photons and 0.114 eV per µm, a mean photon energy of 3.3 eV.

## Third contribution: the surfaces

In a film of thickness \(L\) at normal incidence, each region contains the field of the moving charge and free waves polarized in the plane of incidence. Let \(j=0\) denote vacuum and \(j=1\) the film, with faces at \(z=0\) and \(z=L\). Per unit \(4\pi\rho\), with the phase \(e^{i\kappa z}\) removed, the charge's own fields parallel to the faces are

\[
h_j=-\frac{iq\beta}{D_j}\ \ (\text{magnetic}),\qquad
e_j=-\frac{iq}{\varepsilon_jD_j}\ \ (\text{electric}).
\]

A free wave with magnetic field \(H\propto e^{\pm ik_jz}\), where \(k_j=\sqrt{\varepsilon_jk^2-q^2}\), has parallel electric field \(\pm Y_jH\), with \(Y_j=k_j/(k\varepsilon_j)\), and \(E_z=-qH/(k\varepsilon_j)\). Both follow from \(\nabla\times\mathbf H=-ik\varepsilon\mathbf E\).

There are four free waves, and each amplitude is the wave's magnetic field at the face where it starts:

- at the entrance face, \(a\) goes back into vacuum and \(b_+\) forward into the film: \(ae^{-ik_0z}\) and \(b_+e^{ik_1z}\);
- at the exit face, \(b_-\) goes back into the film and \(d\) forward into vacuum: \(b_-e^{-ik_1(z-L)}\) and \(de^{ik_0(z-L)}\).

A film wave thus gains the factor \(F=e^{ik_1L}\) on reaching the opposite face. The charge's own field gains \(G=e^{i\kappa L}\) between the faces. Continuity of the parallel fields, first at \(z=0\) and then at \(z=L\), requires

\[
\begin{aligned}
a+h_0&=b_++b_-F+h_1,\\
-Y_0a+e_0&=Y_1(b_+-b_-F)+e_1,\\
b_+F+b_-+h_1G&=d+h_0G,\\
Y_1(b_+F-b_-)+e_1G&=Y_0d+e_0G.
\end{aligned}
\]

These equations fix the four waves. Let \(g(z)\) be the resulting \(E_z\) per unit \(4\pi\rho\), now including its phase. The steps that gave \(P(E)\) now give the loss per electron and energy,

\[
P_L(E)=-\frac{2\alpha}{\pi\beta E}\operatorname{Re}\int q\,dq\int dz\,e^{-i\kappa z}g(z),
\]

with the \(z\) integral taken along the whole trajectory. The charge's own field in vacuum does no net work and is omitted. The \(q\) path is bent below the real axis, because weak absorption puts the guided-mode poles above it. Changing the depth of the bend and doubling the number of points altered the 3 eV result for 500 nm by less than one part in a million.

The film result is smaller than the bulk law suggests. From 1 to 5 eV, the bulk law times 500 nm predicts 0.0173 losses per electron; the film solution gives 0.0096, or 56% of that. At 3 eV the ratio is 0.157 for 100 nm, 0.482 for 500 nm, 0.873 for 2 µm and 0.974 for 10 µm.

Multiplying back shows what these ratios mean. The shortfall \(PL-P_L\) is 0.0021 per eV at 500 nm, at 2 µm and at 10 µm. For these three thicknesses the surfaces subtract a nearly fixed amount, equal to the bulk loss over about 0.26 µm, while the bulk term grows with path. Between 500 nm and 2 µm the amount varies by up to about 10%, and it depends on energy: in thick films it is 0.0030 per eV at 2 eV and 0.0016 per eV at 4 eV. At 100 nm the shortfall is 0.0007 per eV, so there the two faces do not yet act separately.

The thicker cases are properties of the equations, which keep the track straight and the speed fixed. A real 100 keV electron loses about 1 keV per µm in such a film, drops below the bulk threshold after roughly 20 to 30 µm, and is deflected by tens of degrees well before that. Within the model, growth with thickness isolates the bulk term. Between 20 and 40 µm, the film's loss per added length divided by the bulk law is 1.0000 at both 2 and 4 eV. For a resist-like index of 1.5 the corresponding growth is 0.0000. Yet a 500 nm film of that index still loses \(9.1\times10^{-5}\) per eV at 3 eV, about 5% of the nitride-like film's value. That share depends strongly on thickness: at 100 nm the two films lose about equally at 3 eV. This is a surface loss: transition radiation and light fed into guided modes. An index below 1.82 therefore removes the loss that grows with path, but not all sub-gap loss.

Retardation is essential to the film loss too. With the electron speed, film and photon energy fixed, raising the speed of light a hundredfold in the equations reduced the 3 eV loss to \(7\times10^{-8}\) of its value.

The surfaces also decide where the Cherenkov light goes. Its wave number along a face is \(k\sqrt{n^2-1/\beta^2}\). In a film many wavelengths thick, parallel faces trap the light by total reflection if this exceeds \(k\). The condition is \(n>\sqrt{1+1/\beta^2}=2.08\), met here at 4 eV but not at 3 eV. In the 500 nm film the short track spreads the wave number too widely for so sharp a division, and part of the light is guided at both energies. At 3 eV the wave number along the face is \(0.97k\), so close to the limit that about a sixth of the loss is still guided at 10 µm. The electron has paid for the photon in either case.

## Competing effects in the same film

**Weak absorption.** For an assumed extinction coefficient of \(10^{-3}\) at 3 eV, the Coulomb loss is 1.3% of the bulk Cherenkov loss. It is proportional to the extinction while that is small, so by this linear estimate the two would be equal near 0.08. Against the smaller loss of the 500 nm film the figures are 2.7% and about 0.04, and for 100 nm the two are equal near 0.012. A sub-gap signal in a clear material is thus no proof of defect states.

**Elastic scattering.** The track is not straight. A small-angle screened Rutherford estimate, with density 3.0 g/cm³ and angles up to 1 rad, gives a root-mean-square tilt of 8.8° after 500 nm. In one plane the tilt is \(\Theta=8.8^\circ/\sqrt2\). A kick at depth \(z'\) displaces the exit point by its angle times \(L-z'\), so independent kicks give

\[
\langle y^2\rangle=\frac{\Theta^2}{L}\int_0^L(L-z')^2dz'=\frac{\Theta^2L^2}{3}.
\]

A simulated random walk agreed within the 5% allowed. The displacement is about 31 nm, which shifts the phase of 3 eV light by 0.47 rad. For Gaussian displacements, interference between light from the two ends of the track is reduced by the factor \(e^{-0.47^2/2}=0.90\). The light cone is blurred by several degrees, but most of the coherence across the 500 nm film survives. The displacement grows as \(L^{3/2}\), so across 2 µm it is largely lost.

**Plasmons.** The oscillator also has a zero of \(\varepsilon\) at \(E_p=E_0\sqrt{1+A}=17.58\) eV. There the Coulomb term does contribute. Rearranging the permittivity,

\[
-\frac1\varepsilon=-1+\frac{AE_0^2}{E_p^2-E^2},\qquad
\int\operatorname{Im}\!\left(-\frac1\varepsilon\right)dE=\frac{\pi AE_0^2}{2E_p},
\]

because vanishing damping turns the pole into \(\pi\delta_{\rm D}(E^2-E_p^2)\), and \(dE^2=2E\,dE\). Inserting this area in \(P_{\rm C}\), with the logarithm taken at \(E_p\), gives 6.6 losses per µm. That is about 190 times the number of sub-gap photons. By energy the ratio of light to plasmons is \(0.114/(6.63\times17.58)\approx10^{-3}\). This is an estimate of scale, because the oscillator was chosen to give the index, not the full valence spectrum. At 3.0 g/cm³, with 32 valence electrons per Si\(_3\)N\(_4\) unit, it carries only about 40% of the valence strength. Giving the plasmon all of that strength, with \(E_0\) fixed, would move it to about 25 eV and raise the rate to about 10 losses per µm. With the sub-gap light held at 0.114 eV per µm, the energy ratio is then about \(4\times10^{-4}\). The light has to be held fixed by hand, because the stronger oscillator would raise the index at 3 eV to 3.0, far above that of the nitride.

## What this means for real films

Silicon nitride has an index of roughly 2 in the visible and a gap of roughly 5 eV, both dependent on composition; common resists have indices near 1.5 to 1.6. The model lies in that regime, though 500 nm is thick for an electron-transparent window. A thin window breaks the assumption of an unbounded medium, and the effect is large: at 100 nm and 3 eV, the film solution is 84% below the bulk law. For exposure dose, the sub-gap light is a minor item beside the plasmon loss. For reading a band gap from an energy-loss spectrum it matters more, because it puts signal where a nonretarded analysis expects none.

Lowering the beam energy removes the bulk part. Setting \(\beta=1/n\) gives the threshold kinetic energy

\[
T=mc^2\left(\frac{1}{\sqrt{1-1/n^2}}-1\right),
\]

which is 72.9 keV for the nitride-like index at 3 eV and 174.6 keV for an index of 1.5. Near the gap the nitride-like index is higher, so the threshold there is lower than 72.9 keV. A beam meant to suppress the bulk Cherenkov loss over the whole transparent range must satisfy the condition at the largest index in that range, and the surface loss still remains. The numerical output lists the remaining values.

## Numbers as computed

```
beam energy 100 keV, beta 0.54822, 1/beta 1.8241
momentum times c 334.96 keV
oscillator strength 2.9, resonance 8.9 eV, gap 5.0 eV (rough)
film thickness 500 nm, resist index 1.5 (rough)
alpha/(hbar c) 0.03698 per um per eV
E(eV)  n  light angle(deg)  deflection(urad)  bulk loss(1/um/eV)  film loss(1/eV)  film/(bulk*thickness)
1.0  1.9842  23.18  2.33  0.00573  7.356e-04  0.257
2.0  2.0135  25.05  5.09  0.00663  1.110e-03  0.335
3.0  2.0668  28.05  8.70  0.00818  1.971e-03  0.482
4.0  2.1527  32.08  13.65  0.01043  3.494e-03  0.670
5.0  2.2885  37.15  20.63  0.01349  5.692e-03  0.844
bulk photons, 1 to 5 eV: 0.0346 per um
bulk energy lost to light, same range: 0.1140 eV per um
bulk law times film thickness: 0.01730 losses per electron
full film solution: 0.00963 losses per electron
threshold beam energy, film at 3 eV: 72.9 keV
threshold beam energy, resist: 174.6 keV
Im eps 1e-02 at 3 eV: nonretarded 2.527e-04, retarded 8.429e-03 per um per eV
Im eps 1e-04 at 3 eV: nonretarded 2.527e-06, retarded 8.179e-03 per um per eV
film/(bulk*thickness) at 3 eV, 100 nm: 0.157
film/(bulk*thickness) at 3 eV, 2000 nm: 0.873
film/(bulk*thickness) at 3 eV, 10000 nm: 0.974
growth 20 to 40 um, film, 2 eV, over film bulk law: 1.0000
growth 20 to 40 um, resist, 2 eV, over film bulk law: 0.0000
growth 20 to 40 um, film, 4 eV, over film bulk law: 1.0000
growth 20 to 40 um, resist, 4 eV, over film bulk law: 0.0000
resist-index film, 500 nm, 3 eV: 9.072e-05 per eV
film loss with 100-fold light speed, relative: 7.3e-08
recoil shift of cos(angle) at 3 eV: 7.09e-06
extinction 1e-03: direct loss over Cherenkov loss 0.0128
rms track tilt after film: 8.8 deg (rough)
rms sideways shift 31.5 nm, light phase error 0.47 rad
model plasmon energy 17.58 eV, cutoff 10 per nm (rough)
model plasmon losses 6.63 per um, mean free path 151 nm
energy to light over energy to plasmons: 9.79e-04
```
